# Spin-Wave Decay Length from Gilbert Damping, with Its First Correction: test program

```python
# Result under test: the amplitude of a steadily driven spin wave with circular
# precession falls as exp(-x/L), with L = v/(alpha*omega).
#   v: group velocity, alpha: Gilbert damping, omega = 2*pi*f: drive frequency.
# Example: normally magnetized yttrium iron garnet film (rough typical values).
#   omega_H = gamma*(internal field), omega_M = gamma*mu0*Ms, d: thickness,
#   k: wavenumber, lam2: squared exchange length.
# Time factor exp(+i*omega*t); a wave moving to +x is exp(-i*k*x).
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad
from scipy.optimize import brentq

gamma = const.physical_constants["electron gyromag. ratio"][0]
mu0 = const.mu_0

# ---------- inputs ----------
v = 1.0e3
f = 5.0e9
alpha = 1.0e-4
B_M = 0.175            # mu0*Ms in T, rough
A_ex = 3.7e-12         # exchange stiffness in J/m, rough
wavelength = 10e-6
extra_width = 0.1e-3   # extra field linewidth in T, rough
dBM_dT = 0.4e-3        # fall of mu0*Ms in T per K, rough
waist = 50e-6          # source profile exp(-(y/waist)^2)

# ---------- the estimate ----------
omega = 2 * np.pi * f
rate = alpha * omega
L = v / rate
loss_dB_per_mm = 20 * np.log10(np.exp(1)) / (L * 1e3)


# ---------- decay in time from the full Gilbert equation ----------
def gilbert_velocity(m, stiff_x, stiff_y, damping):
    """Solve dm/dt = -m x B + damping * m x dm/dt for dm/dt."""
    field = np.array([-(stiff_x - stiff_y) * m[0], 0.0, stiff_y])
    cross = np.array([[0, -m[2], m[1]], [m[2], 0, -m[0]], [-m[1], m[0], 0]])
    return np.linalg.solve(np.eye(3) - damping * cross, -np.cross(m, field))


def free_mode(stiff_x, stiff_y, damping):
    """Frequency and amplitude decay rate from a numerical Jacobian."""
    h = 1e-5
    jac = np.zeros((2, 2))
    for j in range(2):
        side = []
        for sign in (1, -1):
            m = np.zeros(3)
            m[j] = sign * h
            m[2] = np.sqrt(1 - h * h)
            side.append(gilbert_velocity(m, stiff_x, stiff_y, damping)[:2])
        jac[:, j] = (side[0] - side[1]) / (2 * h)
    eig = np.linalg.eigvals(jac)
    return abs(eig[0].imag), -eig[0].real


for damping in (1e-4, 0.05):
    w_free, g_free = free_mode(1.0, 1.0, damping)
    assert abs(g_free / (damping * w_free) - 1) < 1e-4
    assert abs(w_free * (1 + damping**2) - 1) < 1e-7
w_free, g_free = free_mode(3.0, 1.0, alpha)
assert abs(w_free / np.sqrt(3.0) - 1) < 1e-6
assert abs(g_free / (alpha * 2.0) - 1) < 1e-4

# ---------- film dispersion ----------
omega_M = gamma * B_M
Ms = B_M / mu0
lam2 = 2 * A_ex / (mu0 * Ms**2)
k0 = 2 * np.pi / wavelength


def dipole_factor(k, d):
    return 1 + np.expm1(-k * d) / (k * d)


def stiffnesses(k, d, w_H, w_M, l2=lam2):
    soft = w_H + w_M * l2 * k**2
    return soft + w_M * dipole_factor(k, d), soft


def film_omega(k, d, w_H, w_M, l2=lam2):
    hard, soft = stiffnesses(k, d, w_H, w_M, l2)
    return np.sqrt(hard * soft)


def group_velocity(k, d, w_H, w_M, l2=lam2):
    h = 1e-3 * k
    return (film_omega(k + h, d, w_H, w_M, l2)
            - film_omega(k - h, d, w_H, w_M, l2)) / (2 * h)


def internal_for_drive(d):
    """omega_H that places the drive frequency at wavenumber k0."""
    half = omega_M * dipole_factor(k0, d) / 2
    return -half + np.sqrt(half**2 + omega**2) - omega_M * lam2 * k0**2


d = brentq(lambda t: group_velocity(k0, t, internal_for_drive(t), omega_M) - v,
           50e-9, 400e-9, xtol=1e-16)
omega_H = internal_for_drive(d)
assert abs(film_omega(k0, d, omega_H, omega_M) / omega - 1) < 1e-10

# dipole factor from the thickness-averaged dipole kernel
for kd in (k0 * d, 1.5):
    integral = dblquad(lambda z2, z1: np.exp(-kd * (z1 - z2)),
                       0, 1, 0, lambda z1: z1)[0]
    assert abs(kd * integral / dipole_factor(kd, 1.0) - 1) < 1e-7

# long-wave velocity without exchange
v_long = omega_M * d / 4
v_small_k = group_velocity(1e-3 / d, d, omega_H, omega_M, 0.0)
assert abs(v_small_k / v_long - 1) < 5e-3

# ---------- decay in space: response to a localized source ----------
band = 1e5
k = np.linspace(k0 - 6 * band, k0 + 6 * band, 40001)
hard, soft = stiffnesses(k, d, omega_H, omega_M)
hard = hard + 1j * alpha * omega
soft = soft + 1j * alpha * omega
spectrum = np.exp(-((k - k0) / band)**2) * soft / (hard * soft - omega**2)
x = np.linspace(200e-6, 900e-6, 15)
amplitude = np.array([abs(np.sum(spectrum * np.exp(-1j * k * xi))) for xi in x])
L_film = -1 / np.polyfit(x, np.log(amplitude), 1)[0]
hard0, soft0 = stiffnesses(k0, d, omega_H, omega_M)
L_elliptic = v / (alpha * (hard0 + soft0) / 2)
assert abs(L_film / L - 1) < 1e-3
assert abs(L_film / L_elliptic - 1) < 1e-5

# ---------- in-plane magnetized film, uniform precession ----------
w_in = -omega_M / 2 + np.sqrt(omega_M**2 / 4 + omega**2)
penalty = (w_in + omega_M / 2) / omega
w_test, g_test = free_mode((w_in + omega_M) / omega, w_in / omega, alpha)
assert abs(w_test - 1) < 1e-6
assert abs(g_test / alpha / penalty - 1) < 1e-4

# ---------- resonance linewidth ----------
def absorption(B):
    s = gamma * B + 1j * alpha * omega
    return abs((s / (s * s - omega**2)).imag)


width = 2 * rate / gamma
B_res = omega / gamma
half_max = absorption(B_res) / 2
upper = brentq(lambda B: absorption(B) - half_max, B_res, B_res + 5 * width)
lower = brentq(lambda B: absorption(B) - half_max, B_res - 5 * width, B_res)
assert abs((upper - lower) / width - 1) < 1e-3
extra_rate = gamma * extra_width / 2
L_extra = v / (rate + extra_rate)

# ---------- diffraction at distance L ----------
x_R = k0 * waist**2 / 2
spread = (1 + (L / x_R)**2)**-0.25
q = np.linspace(-2.4e5, 2.4e5, 8001)
weight = np.exp(-(q * waist / 2)**2)
on_axis = abs(np.sum(weight * np.exp(-1j * np.sqrt(k0**2 - q**2) * L)))
assert abs(on_axis / np.sum(weight) - spread) < 2e-3

# ---------- warming at fixed applied field ----------
warming = (omega - omega_H) / (gamma * dBM_dT)
k_scan = np.linspace(1.0, 5e6, 20001)
for factor, wave_exists in ((0.95, True), (1.05, False)):
    drop = gamma * dBM_dT * warming * factor
    lowest = film_omega(k_scan, d, omega_H + drop, omega_M - drop).min()
    assert (lowest < omega) == wave_exists

# ---------- next thickness mode (free surfaces) ----------
gap = omega_M * lam2 * (np.pi / d)**2 / (2 * np.pi)
n = 200
lap = 2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)
lap[0, 0] = lap[-1, -1] = 1
k2_next = np.linalg.eigvalsh(lap)[1] * (n / d)**2
assert abs(omega_M * lam2 * k2_next / (2 * np.pi) / gap - 1) < 1e-3

# ---------- output ----------
print(f"Group velocity: {v/1e3:.3f} km/s")
print(f"Frequency: {f/1e9:.3f} GHz")
print(f"Gilbert damping: {alpha:.1e}")
print(f"Angular frequency: {omega:.4e} rad/s")
print(f"Amplitude decay rate: {rate:.4e} 1/s")
print(f"Amplitude lifetime: {1e9/rate:.1f} ns")
print(f"Periods in one lifetime: {f/rate:.0f}")
print(f"AMPLITUDE DECAY LENGTH: {L*1e3:.4f} mm")
print(f"Power decay length: {L*1e3/2:.4f} mm")
print(f"Loss: {loss_dB_per_mm:.2f} dB/mm")
print(f"Wrong length if f replaces omega: {v/(alpha*f)*1e3:.3f} mm")
print(f"Film mu0*Ms (rough): {B_M*1e3:.0f} mT")
print(f"Film exchange stiffness (rough): {A_ex*1e12:.1f} pJ/m")
print(f"gamma/2pi: {gamma/2/np.pi/1e9:.3f} GHz/T")
print(f"omega_M: {omega_M:.4e} rad/s")
print(f"Exchange length: {np.sqrt(lam2)*1e9:.2f} nm")
print(f"Wavelength: {wavelength*1e6:.1f} um")
print(f"Wavenumber: {k0*1e-6:.4f} rad/um")
print(f"Film thickness for 1 km/s: {d*1e9:.1f} nm")
print(f"k*d: {k0*d:.4f}")
print(f"Dipole factor P: {dipole_factor(k0, d):.5f}")
print(f"Long-wave velocity omega_M*d/4: {v_long/1e3:.4f} km/s")
print(f"Internal field: {omega_H/gamma*1e3:.2f} mT")
print(f"Applied field: {(omega_H/gamma+B_M)*1e3:.2f} mT")
print(f"Axis ratio of precession: {np.sqrt(hard0/soft0):.4f}")
print(f"Decay length from film response: {L_film*1e3:.5f} mm")
print(f"Its shift from the estimate: {(L_film/L-1)*100:.4f} %")
print(f"Wavelengths in one decay length: {L/wavelength:.1f}")
print(f"In-plane film, decay rate factor: {penalty:.4f}")
print(f"In-plane film, length at same v: {L/penalty*1e3:.4f} mm")
print(f"Gilbert linewidth (full, field): {width*1e3:.4f} mT")
print(f"Extra linewidth (rough): {extra_width*1e3:.2f} mT")
print(f"Extra decay rate if all true loss: {extra_rate:.3e} 1/s")
print(f"Length with that extra loss: {L_extra*1e3:.4f} mm")
print(f"Source half-width: {waist*1e6:.0f} um")
print(f"Diffraction length: {x_R*1e3:.3f} mm")
print(f"Diffraction amplitude factor at L: {spread:.4f}")
print(f"Bottom of band: {omega_H/2/np.pi/1e9:.4f} GHz")
print(f"Fall of mu0*Ms with warming (rough): {dBM_dT*1e3:.1f} mT/K")
print(f"Warming that cuts off the wave: {warming:.1f} K")
print(f"Gap to next thickness mode: {gap/1e9:.3f} GHz")
print("PASS")
```

Running it gives:

```
Group velocity: 1.000 km/s
Frequency: 5.000 GHz
Gilbert damping: 1.0e-04
Angular frequency: 3.1416e+10 rad/s
Amplitude decay rate: 3.1416e+06 1/s
Amplitude lifetime: 318.3 ns
Periods in one lifetime: 1592
AMPLITUDE DECAY LENGTH: 0.3183 mm
Power decay length: 0.1592 mm
Loss: 27.29 dB/mm
Wrong length if f replaces omega: 2.000 mm
Film mu0*Ms (rough): 175 mT
Film exchange stiffness (rough): 3.7 pJ/m
gamma/2pi: 28.025 GHz/T
omega_M: 3.0815e+10 rad/s
Exchange length: 17.43 nm
Wavelength: 10.0 um
Wavenumber: 0.6283 rad/um
Film thickness for 1 km/s: 138.8 nm
k*d: 0.0872
Dipole factor P: 0.04236
Long-wave velocity omega_M*d/4: 1.0692 km/s
Internal field: 174.72 mT
Applied field: 349.72 mT
Axis ratio of precession: 1.0210
Decay length from film response: 0.31824 mm
Its shift from the estimate: -0.0216 %
Wavelengths in one decay length: 31.8
In-plane film, decay rate factor: 1.1138
In-plane film, length at same v: 0.2858 mm
Gilbert linewidth (full, field): 0.0357 mT
Extra linewidth (rough): 0.10 mT
Extra decay rate if all true loss: 8.804e+06 1/s
Length with that extra loss: 0.0837 mm
Source half-width: 50 um
Diffraction length: 0.785 mm
Diffraction amplitude factor at L: 0.9627
Bottom of band: 4.8966 GHz
Fall of mu0*Ms with warming (rough): 0.4 mT/K
Warming that cuts off the wave: 9.2 K
Gap to next thickness mode: 0.763 GHz
PASS
```
